**White-Bird potential: derivative of a GGA grid energy, and its forces**

For the grid energy $E_{xc}=w\sum_i f(n_i,\sigma_i)$, with $\sigma=\sum_a(D_an)^2$, the program tests the potential $v=f_n+\sum_aD_a^T(2f_\sigma D_an)$. Here $n$ is the density, $w$ the volume per grid point, $D_a$ the derivative matrix along axis $a$, and $f$ the PBE exchange energy density. The program asserts that $f$ and its derivatives agree with libxc, and that $v$ agrees with complex-step derivatives of the grid energy for Fourier and one-sided differences. For a two-electron model with two Gaussian ions, it asserts that the White-Bird force equals minus the energy slope within $10^{-7}$ hartree/bohr on three grids. It also asserts that the force error of the expanded continuum potential $v_c$ follows $w\sum_i(v-v_c)_i\,dn_i/dX$, where $X$ is the ion coordinate. On the $14^3$ grid the output shows an error of $-3.86\times10^{-7}$ hartree/bohr for $v_c$, against a predicted $-3.85\times10^{-7}$, and a remainder of $-6.8\times10^{-10}$ for White-Bird. Further assertions cover the net force under rigid translation and the approach of the two potentials to each other on finer grids.

## Check in Python

```python
"""
Result under test: for a GGA energy summed on a grid,
    E = w * sum_i f(n_i, sigma_i),   sigma = sum_a (D_a n)^2,
the exact derivative (1/w) dE/dn_i is the White-Bird potential
    v = f_n + sum_a D_a^T (2 f_sigma D_a n).
With it, explicit forces equal minus the slope of the computed energy.
The expanded continuum potential v_c (second derivatives of n) gives instead
    force + dE/dX = w * sum_i (v - v_c)_i dn_i/dX.
Symbols: n density, w volume per grid point, D_a derivative matrix along
axis a, f energy density (PBE exchange), X ion coordinate.
Atomic units (hartree, bohr) are used throughout.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

SIDE = 6.0                      # cubic cell
VOLUME = SIDE**3
WIDTH = 0.5                     # Gaussian width of each ion
IONS = np.array([[2.2, 2.9, 3.1], [3.7, 2.9, 3.1]])
MAX_M2 = 12                     # plane waves with |m|^2 <= MAX_M2
STEP = 0.01                     # ion displacement for energy slopes
UNIT_G = 2 * np.pi / SIDE

# PBE exchange energy density and its partial derivatives
dens, sig = sp.symbols("dens sig", positive=True)
KAPPA, MU = 0.804, 0.2195149727645171
s_squared = sig / (4 * (3 * np.pi**2)**(2 / 3) * dens**sp.Rational(8, 3))
enhancement = 1 + KAPPA - KAPPA / (1 + MU * s_squared / KAPPA)
f_expr = (-0.75 * (3 / np.pi)**(1 / 3) * dens**sp.Rational(4, 3)
          * enhancement)
energy_density = sp.lambdify((dens, sig), f_expr, "numpy", cse=True)
partials = sp.lambdify(
    (dens, sig),
    [sp.diff(f_expr, dens), sp.diff(f_expr, sig),
     sp.diff(f_expr, dens, sig), sp.diff(f_expr, sig, 2)],
    "numpy", cse=True)

# independent check of the functional and its derivatives
rho = np.array([[0.05, 0.3], [0.04, 0.2], [0.01, 0.1], [0.02, 0.05]])
sigma_check = (rho[1:]**2).sum(axis=0)
exc, vxc, fxc = libxc.eval_xc("PBE,", rho, spin=0, deriv=2)[:3]
ours = partials(rho[0], sigma_check)
assert np.allclose(energy_density(rho[0], sigma_check), exc * rho[0],
                   rtol=1e-6, atol=0)
for mine, reference in zip(ours, (vxc[0], vxc[1], fxc[1], fxc[2])):
    assert np.allclose(mine, reference, rtol=1e-6, atol=0)


def fourier_derivative(points):
    """Real matrix of the Fourier derivative, Nyquist term removed."""
    x = np.arange(points) * SIDE / points
    g = UNIT_G * np.arange(1, (points + 1) // 2)
    phase = (x[:, None] - x[None, :])[:, :, None] * g
    return -(2 / points) * (g * np.sin(phase)).sum(axis=-1)


def along(matrix, field, axis):
    """Apply a one-dimensional matrix along one axis of a grid field."""
    return np.moveaxis(np.tensordot(matrix, field, axes=(1, axis)), 0, axis)


def gradient(n, D):
    return [along(D, n, a) for a in range(3)]


def grid_exchange(n, D):
    g = gradient(n, D)
    sigma = g[0] * g[0] + g[1] * g[1] + g[2] * g[2]
    return VOLUME / n.size * energy_density(n, sigma).sum()


def white_bird(n, D):
    g = gradient(n, D)
    f_n, f_s, _, _ = partials(n, sum(c * c for c in g))
    return f_n + sum(along(D.T, 2 * f_s * g[a], a) for a in range(3))


def divergence_form(n, D):
    g = gradient(n, D)
    f_n, f_s, _, _ = partials(n, sum(c * c for c in g))
    return f_n - sum(along(D, 2 * f_s * g[a], a) for a in range(3))


def expanded_continuum(n, D):
    g = gradient(n, D)
    sigma = sum(c * c for c in g)
    f_n, f_s, f_ns, f_ss = partials(n, sigma)
    laplacian = np.zeros_like(n)
    curvature = np.zeros_like(n)
    for a in range(3):
        for b in range(3):
            second = along(D, g[a], b)
            curvature += g[a] * g[b] * second
            if a == b:
                laplacian += second
    return f_n - 2 * f_s * laplacian - 2 * f_ns * sigma - 4 * f_ss * curvature


# plane-wave basis, the same for every grid
m_range = np.arange(-4, 5)
BASIS = np.array([(i, j, k) for i in m_range for j in m_range
                  for k in m_range if i * i + j * j + k * k <= MAX_M2])
BASIS_G2 = UNIT_G**2 * (BASIS**2).sum(axis=1)


def density_on_grid(coefficients, points):
    box = np.zeros((points,) * 3, dtype=complex)
    i, j, k = (BASIS % points).T
    box[i, j, k] = coefficients
    orbital = np.fft.ifftn(box) * points**3 / np.sqrt(VOLUME)
    return 2 * np.abs(orbital)**2


class Grid:
    def __init__(self, points):
        self.points = points
        self.D = fourier_derivative(points)
        m = np.rint(np.fft.fftfreq(points) * points)
        mesh = np.meshgrid(m, m, m, indexing="ij")
        self.G = [UNIT_G * c for c in mesh]
        self.G2 = sum(c * c for c in self.G)
        allowed = self.G2 > 0
        for c in mesh:
            allowed &= np.abs(c) < points / 2
        self.coulomb = np.zeros_like(self.G2)
        self.coulomb[allowed] = 4 * np.pi / self.G2[allowed]
        difference = (BASIS[:, None, :] - BASIS[None, :, :]) % points
        self.pairs = tuple(difference[:, :, a] for a in range(3))


def solve(grid, ions, rule, v_start=None):
    """Self-consistent solution; the potential is mixed by Anderson's rule."""
    size = grid.points**3
    shape = np.exp(-grid.G2 * WIDTH**2 / 2) / VOLUME
    ion_parts = [shape * np.exp(-1j * sum(grid.G[a] * ion[a]
                                          for a in range(3)))
                 for ion in ions]
    ion_total = sum(ion_parts)
    if v_start is None:
        v = -np.fft.ifftn(grid.coulomb * ion_total).real * size
    else:
        v = v_start.copy()
    old_v, old_r = [], []
    for _ in range(100):
        H = (np.fft.fftn(v) / size)[grid.pairs]
        H[np.diag_indices(len(BASIS))] += BASIS_G2 / 2
        _, vectors = eigh(H, subset_by_index=[0, 0])
        c = vectors[:, 0]
        n = density_on_grid(c, grid.points)
        charge = np.fft.fftn(n) / size - ion_total
        v_new = np.fft.ifftn(grid.coulomb * charge).real * size
        v_new = v_new + rule(n, grid.D)
        r = (v_new - v).ravel()
        if np.abs(r).max() < 1e-9:
            break
        flat = v.ravel()
        update = flat + 0.8 * r
        if old_r:
            dr = np.array([r - q for q in old_r]).T
            dv = np.array([flat - q for q in old_v]).T
            mix = np.linalg.lstsq(dr, r, rcond=None)[0]
            update = update - (dv + 0.8 * dr) @ mix
        old_v = (old_v + [flat.copy()])[-6:]
        old_r = (old_r + [r])[-6:]
        v = update.reshape(n.shape)
    else:
        raise AssertionError("self-consistency not reached")
    energy = (np.abs(c)**2 * BASIS_G2).sum()
    energy += VOLUME / 2 * (grid.coulomb * np.abs(charge)**2).sum()
    energy += grid_exchange(n, grid.D)
    forces = [-VOLUME * (grid.coulomb * (charge.conj() * 1j * grid.G[0]
                                         * part).real).sum()
              for part in ion_parts]
    return {"E": energy, "F": forces, "n": n, "v": v, "c": c}


def slopes(grid, rule, centre, moved):
    """Four-point derivatives of energy and density for moved ions (x)."""
    dE, dn = 0.0, 0.0
    for k, weight in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
        ions = IONS.copy()
        ions[moved, 0] += k * STEP
        result = solve(grid, ions, rule, centre["v"])
        dE += weight * result["E"] / (12 * STEP)
        dn = dn + weight * result["n"] / (12 * STEP)
    return dE, dn


# self-consistent energies, forces and slopes on three grids
GRIDS = (14, 18, 24)
table = {}
for points in GRIDS:
    grid = Grid(points)
    x = np.arange(points) * SIDE / points
    assert np.allclose(grid.D @ np.sin(3 * UNIT_G * x),
                       3 * UNIT_G * np.cos(3 * UNIT_G * x), atol=1e-11)
    for name, rule in (("WB", white_bird), ("EC", expanded_continuum)):
        centre = solve(grid, IONS, rule)
        dE, dn = slopes(grid, rule, centre, [1])
        gap = (white_bird(centre["n"], grid.D)
               - rule(centre["n"], grid.D))
        centre["slope"] = dE
        centre["error"] = centre["F"][1] + dE
        centre["predicted"] = VOLUME / points**3 * (gap * dn).sum()
        assert abs(centre["error"] - centre["predicted"]) < 1e-7
        table[points, name] = centre
    assert abs(table[points, "WB"]["error"]) < 1e-7

coarse = GRIDS[0]
wb, ec = table[coarse, "WB"], table[coarse, "EC"]
assert abs(ec["error"]) > 10 * abs(wb["error"])
assert abs(ec["error"] - ec["predicted"]) < 0.05 * abs(ec["error"])
assert ec["E"] > wb["E"]        # the exact derivative finds the lower energy

# rigid translation: net force against the slope of the energy
grid = Grid(coarse)
rigid_slope, _ = slopes(grid, white_bird, wb, [0, 1])
net_force = sum(wb["F"])
assert abs(net_force + rigid_slope) < 1e-7

# potential at single grid points against complex-step derivatives
n = wb["n"]
forward = (np.roll(np.eye(coarse), 1, axis=1) - np.eye(coarse)) \
    * coarse / SIDE
rng = np.random.default_rng(1)
sample = rng.choice(n.size, 40, replace=False)


def complex_step(D):
    values = []
    for index in sample:
        trial = n.astype(complex)
        trial.flat[index] += 1e-30j
        values.append(grid_exchange(trial, D).imag / 1e-30
                      * n.size / VOLUME)
    return np.array(values)


def worst(potential, exact):
    return np.abs(potential.ravel()[sample] - exact).max()


exact_fourier = complex_step(grid.D)
exact_forward = complex_step(forward)
err_wb = worst(white_bird(n, grid.D), exact_fourier)
err_div = worst(divergence_form(n, grid.D), exact_fourier)
err_ec = worst(expanded_continuum(n, grid.D), exact_fourier)
err_wb_fwd = worst(white_bird(n, forward), exact_forward)
err_div_fwd = worst(divergence_form(n, forward), exact_forward)
assert max(err_wb, err_div, err_wb_fwd) < 1e-10
assert err_ec > 1e-6 and err_div_fwd > 1e-6

# one fixed density on finer grids: the two potentials approach each other
mismatch, sampled = {}, {}
for points in GRIDS + (48,):
    D = fourier_derivative(points)
    fixed = density_on_grid(wb["c"], points)
    sampled[points] = expanded_continuum(fixed, D)
    mismatch[points] = np.sqrt(np.mean(
        (white_bird(fixed, D) - sampled[points])**2))
assert mismatch[48] < 0.1 * mismatch[coarse]
same_points = np.abs(sampled[24] - sampled[48][::2, ::2, ::2]).max()
assert same_points < 1e-8       # expanded form does not depend on the grid

to_ev = physical_constants["Hartree energy in eV"][0]
to_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"cell side {SIDE:.1f} bohr, ion width {WIDTH:.1f} bohr")
for number, ion in enumerate(IONS, 1):
    print(f"ion {number} position (bohr):", *[f"{q:.1f}" for q in ion])
print(f"ion separation {IONS[1, 0] - IONS[0, 0]:.1f} bohr")
print(f"plane waves {len(BASIS)}, cutoff "
      f"{UNIT_G**2 * MAX_M2 / 2:.3f} hartree")
print(f"displacement step {STEP:.2f} bohr")
print(f"density on {coarse}^3 grid: min {n.min():.5f}, "
      f"max {n.max():.5f} bohr^-3")
print("WB = White-Bird, EC = expanded continuum potential")
print("Largest potential error at 40 points (hartree):")
print(f"  Fourier D: WB {err_wb:.1e}, divergence form {err_div:.1e}")
print(f"  Fourier D: EC {err_ec:.3e}")
print(f"  one-sided D: WB {err_wb_fwd:.1e}, "
      f"divergence form {err_div_fwd:.3e}")
print("x force on ion 2, F; slope dE/dX (hartree/bohr):")
for points in GRIDS:
    print(f"grid {points}^3, spacing {SIDE / points:.4f} bohr")
    for name in ("WB", "EC"):
        row = table[points, name]
        print(f"  {name}: E = {row['E']:.9f} hartree")
        print(f"  {name}: F = {row['F'][1]:.9f}, "
              f"-dE/dX = {-row['slope']:.9f}")
        print(f"  {name}: F + dE/dX = {row['error']:.3e}, "
              f"predicted {row['predicted']:.3e}")
print(f"E(EC) - E(WB), {coarse}^3: {ec['E'] - wb['E']:.3e} hartree")
print(f"EC force error, {coarse}^3: "
      f"{ec['error'] * to_ev / to_angstrom * 1000:.4f} meV/angstrom")
print(f"WB net x force, {coarse}^3: {net_force:.6e} hartree/bohr")
print(f"minus rigid-shift slope: {-rigid_slope:.6e} hartree/bohr")
print("rms WB - EC potential, one fixed density (hartree):")
for points, value in mismatch.items():
    print(f"  grid {points}^3: {value:.3e}")
print(f"EC change at shared points, 24^3 to 48^3: "
      f"{same_points:.1e} hartree")
print("success")
```

Output:

```
cell side 6.0 bohr, ion width 0.5 bohr
ion 1 position (bohr): 2.2 2.9 3.1
ion 2 position (bohr): 3.7 2.9 3.1
ion separation 1.5 bohr
plane waves 179, cutoff 6.580 hartree
displacement step 0.01 bohr
density on 14^3 grid: min 0.00108, max 0.11028 bohr^-3
WB = White-Bird, EC = expanded continuum potential
Largest potential error at 40 points (hartree):
  Fourier D: WB 3.5e-16, divergence form 3.5e-16
  Fourier D: EC 4.049e-03
  one-sided D: WB 2.8e-16, divergence form 5.236e-02
x force on ion 2, F; slope dE/dX (hartree/bohr):
grid 14^3, spacing 0.4286 bohr
  WB: E = 0.263924340 hartree
  WB: F = 0.171596865, -dE/dX = 0.171596866
  WB: F + dE/dX = -6.766e-10, predicted 0.000e+00
  EC: E = 0.263924345 hartree
  EC: F = 0.171596490, -dE/dX = 0.171596876
  EC: F + dE/dX = -3.859e-07, predicted -3.853e-07
grid 18^3, spacing 0.3333 bohr
  WB: E = 0.263924419 hartree
  WB: F = 0.171596592, -dE/dX = 0.171596593
  WB: F + dE/dX = -6.765e-10, predicted 0.000e+00
  EC: E = 0.263924419 hartree
  EC: F = 0.171596674, -dE/dX = 0.171596593
  EC: F + dE/dX = 8.049e-08, predicted 8.117e-08
grid 24^3, spacing 0.2500 bohr
  WB: E = 0.263924424 hartree
  WB: F = 0.171596600, -dE/dX = 0.171596601
  WB: F + dE/dX = -6.766e-10, predicted 0.000e+00
  EC: E = 0.263924424 hartree
  EC: F = 0.171596604, -dE/dX = 0.171596601
  EC: F + dE/dX = 3.310e-09, predicted 3.986e-09
E(EC) - E(WB), 14^3: 5.135e-09 hartree
EC force error, 14^3: -0.0198 meV/angstrom
WB net x force, 14^3: 1.826783e-09 hartree/bohr
minus rigid-shift slope: 1.826793e-09 hartree/bohr
rms WB - EC potential, one fixed density (hartree):
  grid 14^3: 1.961e-03
  grid 18^3: 5.912e-04
  grid 24^3: 8.754e-05
  grid 48^3: 5.422e-08
EC change at shared points, 24^3 to 48^3: 2.8e-13 hartree
success
```
